\section*{Why clean armchair–zigzag nanotube contacts tunnel weakly near the Dirac level}

\section{What symmetry and dimensions allow}

Lay two metallic nanotubes side by side, one armchair and one zigzag, and let them touch cleanly over a length $L$. Each tube repeats along the common axis, so each conserves axial momentum up to its own reciprocal vector. A tunnelling process is therefore labelled by a mismatch $\Delta$, the axial momentum that the contact must supply. Let $w$ be the coupling energy of that process and $\hbar v$ the slope of the linear bands. To lowest order the transmission $T$ is quadratic in $w$. Being dimensionless, it must have the form
\begin{equation}
T=\left(\frac{w}{\hbar v\Delta}\right)^2F(\Delta L,\Delta s),
\label{form}
\end{equation}
where $s$ is the length over which the contact fades at its ends. If $\Delta\to0$ in a contact much longer than $s$, so that $s$ no longer matters, the factor $\Delta$ must drop out, which requires $F\propto(\Delta L)^2$ and $T\propto(wL/\hbar v)^2$. A matched pair thus gains from a longer contact as long as the transfer is weak. For a mismatched pair $F$ turns out to be a bounded oscillation, and extra length brings nothing lasting.

The different axial momenta of the Dirac points are the start of the explanation, but not all of it. The contact conserves momentum modulo the reciprocal vectors of \emph{both} tubes. Their periods are incommensurate, so combinations of these vectors can make the mismatch as small as one likes. Tunnelling stays weak because the combinations that nearly close the mismatch have very small couplings.

\section{Where the Dirac points lie}

Take one radial $p$ orbital per atom and equal hopping $-\gamma_0$ between neighbours. Energies $E$ are measured from the Dirac level, and $a$ is the graphene lattice constant.

In the armchair tube, an A atom has one B neighbour at the same axial position and two at $\pm a/2$. For a wave uniform around the tube, with B amplitude $\sigma=\pm1$ times the A amplitude,
\begin{equation}
E=-\sigma\gamma_0\left[1+2\cos(ka/2)\right].
\label{arm}
\end{equation}
The bracket vanishes at $ka/2=\pm2\pi/3$, so $k=\pm4\pi/(3a)$. The period is $a$ and the reciprocal vector $G_A=2\pi/a$; the same points are therefore $\mp2\pi/(3a)$ in the reduced zone. None of this depends on the diameter.

In the zigzag tube $(n,0)$ with $n$ a multiple of three, an A atom has one B neighbour at axial distance $b=a/\sqrt3$ and two at $-b/2$, turned by $\pm\pi/n$. Angular momentum $\mu=\pm2n/3$ gives the last two the factor $2\cos(2\pi/3)=-1$. The sum over neighbours is
\begin{align}
h(k)&=e^{ikb}-e^{-ikb/2}
=e^{ikb/4}\left(e^{3ikb/4}-e^{-3ikb/4}\right)\nonumber\\
&=2i\,e^{ikb/4}\sin(3kb/4).
\end{align}
Since $|E|=\gamma_0|h|$ and $3b/4=\sqrt3a/4$,
\begin{equation}
|E|=2\gamma_0\left|\sin(\sqrt3ka/4)\right|.
\label{zig}
\end{equation}
The Dirac point is at $k=0$, and $G_Z=2\pi/(\sqrt3a)$. Differentiating (\ref{arm}) and (\ref{zig}) at their zeros gives the same slope, $\hbar v=\sqrt3a\gamma_0/2$.

\section{The selection rule and its loophole}

In this section $s$ and $s'$ label atomic rows, not the end length. Write a state on row $s$ of the armchair tube as $c_se^{ik_Ax}$, and on row $s'$ of the zigzag tube as $c_{s'}e^{ik_Zy}$, where $x$ and $y$ are axial positions. States are normalised to unit probability per length. The contact multiplies the hopping $t_{ss'}(x-y)$ by a profile $f$ at the mean position, so that
\begin{equation}
M=\sum_{\rm atoms}c_s^*c_{s'}e^{-ik_Ax+ik_Zy}\,
t_{ss'}(x-y)\,f\!\left(\frac{x+y}{2}\right).
\end{equation}
The atoms of row $s$ sit at $x_s+mT_A$, with $m$ an integer and $T_A$ the period. Poisson's formula turns their sum into an integral,
\begin{equation}
\sum_m\delta(x-x_s-mT_A)=\frac1{T_A}\sum_pe^{-ipG_A(x-x_s)},
\end{equation}
and likewise for the zigzag rows with $e^{+irG_Z(y-y_{s'})}$. The momenta become $Q_A=k_A+pG_A$ and $Q_Z=k_Z+rG_Z$. Put $x=Z+u/2$ and $y=Z-u/2$, which has unit Jacobian. The phase separates:
\begin{equation}
-Q_Ax+Q_Zy=-(Q_A-Q_Z)Z-\tfrac12(Q_A+Q_Z)u.
\end{equation}
With $\Delta_{pr}=Q_A-Q_Z$ and $\bar q=(Q_A+Q_Z)/2$,
\begin{align}
M&=\sum_{pr}w_{pr}\tilde f(\Delta_{pr}),\label{M}\\
w_{pr}&=\frac1{T_AT_Z}\sum_{ss'}c_s^*c_{s'}
e^{ipG_Ax_s-irG_Zy_{s'}}\,\tilde t_{ss'}(\bar q).
\end{align}
The tildes denote Fourier transforms. The profile transform contains the momentum selection; the hopping transform sets the strength.

At the Dirac level the mismatches are
\begin{equation}
\Delta=\frac{2\pi}{3a}\left(N-\sqrt3\,r\right),
\end{equation}
where $N=\pm2+3p$ is never a multiple of three. Exact closure would need $N=\sqrt3r$, impossible for integers unless both vanish. There is also a limit on how nearly it can close. The integer $N^2-3r^2$ is not zero, so its modulus is at least one, and
\begin{equation}
|N-\sqrt3r|=\frac{|N^2-3r^2|}{|N+\sqrt3r|}
\ge\frac1{|N|+\sqrt3|r|}.
\end{equation}
The mismatch can thus shrink no faster than the inverse of the extended momentum.

The coupling shrinks much faster. Two rows a distance $d_\perp$ apart have atoms separated by $\sqrt{d_\perp^2+u^2}$. A hopping that decays exponentially with this separation is analytic in $u$ up to the branch points $u=\pm id_\perp$. Shifting the integration path by $\eta<d_\perp$ into the half-plane where $e^{-i\bar qu}$ decays gives
\begin{equation}
|\tilde t(\bar q)|\le C_\eta e^{-\eta|\bar q|}.
\end{equation}
At a near coincidence $Q_A\approx Q_Z$, so $|\bar q|$ is close to the extended momentum itself. The exponential then beats the inverse-momentum limit on the mismatch, and the sum of $|w/\Delta|$ over the near coincidences converges at the Dirac level. This is the missing half of the explanation. Terms with $Q_A\approx-Q_Z$ have small $\bar q$ and need not be weakly coupled, but their mismatch is large, and soft ends suppress them through the Gaussian factor derived next.

\section{Why length does not help}

Take a box of length $L$ with softened ends,
\begin{equation}
f(z)=\tfrac12\left[{\rm erf}(z/s)-{\rm erf}((z-L)/s)\right].
\end{equation}
Its derivative is a pair of Gaussians of opposite sign, $[e^{-z^2/s^2}-e^{-(z-L)^2/s^2}]/(s\sqrt\pi)$, whose transform is $e^{-\Delta^2s^2/4}(1-e^{-i\Delta L})$. Differentiation multiplies a transform by $i\Delta$. Dividing by that factor gives
\begin{equation}
\tilde f(\Delta)=e^{-i\Delta L/2}\,
\frac{2\sin(\Delta L/2)}{\Delta}\,e^{-\Delta^2s^2/4}.
\label{f}
\end{equation}
For $\Delta=0$ this is $L$. Otherwise its modulus never exceeds $2e^{-\Delta^2s^2/4}/|\Delta|$. Waves launched at different points of the contact cancel, and what remains comes from the ends. Smoother ends leave less.

To convert $M$ to transmission, consider the wave launched in the zigzag tube. Near an outgoing momentum $k_0$ with $v_Z>0$, its Green function at $z>z'$ is
\begin{equation}
\int\frac{dk}{2\pi}\,
\frac{e^{ik(z-z')}}{-\hbar v_Z(k-k_0)+i0}
=-\frac{i}{\hbar v_Z}e^{ik_0(z-z')}.
\end{equation}
The outgoing amplitude therefore has modulus $|M|/\hbar v_Z$. Flux is probability times speed, so the squared amplitude is multiplied by $v_Z/v_A$:
\begin{equation}
T=\sum\frac{|M|^2}{\hbar^2v_Av_Z}.
\label{T}
\end{equation}
The sum covers the two armchair modes arriving from one side and the four zigzag modes leaving in either direction. Together, (\ref{M}), (\ref{f}) and (\ref{T}) supply the function left open in (\ref{form}).

\section{How large it is}

Consider a (10,10) tube beside an (18,0) tube, with radii 0.678 and 0.705 nm and a wall gap of 0.34 nm. Take $a=0.246$ nm and $\gamma_0=2.7$ eV. The intertube hopping has a sigma part of 0.48 eV at 0.335 nm, with decay length 0.045 nm. These are rough typical values. The Fermi level is 0.1 eV below the Dirac level and $s=0.5$ nm. Then $\hbar v=0.575$ eV nm. The mismatches below are taken at the Dirac level, and the couplings are the largest among the state pairs at the Fermi level.

\begin{center}
\begin{tabular}{cccc}
$|N|$ & $|r|$ & $|\Delta|$ (nm$^{-1}$) & $|w|$ (meV)\\
1 & 0 & 8.51 & 11.7\\
2 & 1 & 2.28 & 8.26\\
5 & 3 & 1.67 & $3.3\times10^{-3}$\\
7 & 4 & 0.61 & $2.8\times10^{-5}$
\end{tabular}
\end{center}

The direct process, first row, has the largest coupling of the four, but soft ends multiply its amplitude by $e^{-(8.51\times0.5)^2/4}\approx0.011$. The second row, an umklapp process, dominates. Closer coincidences exist, but their couplings are lower by more than three orders of magnitude.

For the second row the largest transmission per channel is
\begin{equation}
\left(\frac{2\times0.00826}{0.575\times2.28}\right)^2
e^{-(2.28\times0.5)^2/2}\approx8.3\times10^{-5}.
\end{equation}
If one armchair mode couples comparably to the two zigzag channels $\mu=\pm2n/3$, the estimate is $T\approx1.66\times10^{-4}\sin^2(\Delta L/2)$. At 10, 20 and 40 nm it gives about $1.4$, $0.9$ and $1.65$ in units of $10^{-4}$. The full first-order sums are $1.38$, $0.94$ and $1.76$ in the same units. They oscillate without growing, below a length-independent bound of $1.93\times10^{-4}$ obtained by adding the moduli of the computed terms. Explicit sums over atom pairs at these three lengths agree with (\ref{M}) to about one part in $10^6$ of the largest matrix element.

The matched control is two (10,10) tubes with the same gap and Fermi level. Its first-order $T$ is 0.25, 0.98 and 3.9 at the same lengths, close to $L^2$ growth. The last value exceeds two, the most that two incoming modes can transmit, so first-order theory has failed there: the coupling has become strong. Repeated tunnelling then carries the wave back to the first tube, as between two coupled waveguides, so over longer contacts the matched transfer rises and falls instead of growing without limit.

A lattice Green-function calculation with open leads includes repeated tunnelling. For an 8 nm contact it gives $3.28\times10^{-5}$ for the mismatched pair, against $3.26\times10^{-5}$ to first order. Higher orders thus matter at the level of half a per cent here. The matched pair gives 0.162. With the spin-degenerate conductance quantum $2e^2/h$, the two conductances are 2.5 nS and 12.6 $\mu$S.

Their ratio, nearly 5000, flatters the effect, because 8 nm lies near a minimum of the oscillation. A more cautious figure comes from first-order values at 10 nm, which lies nearer a maximum, averaged over six relative rotations and shifts of the tubes: $1.3\times10^{-4}$ against 0.17, a ratio of about 1300. Each ratio belongs to its own length, since in such short contacts the matched transmission grows with $L$ while the mismatched one only oscillates. Over these registries the mismatched value varies by about 7\%, the matched one by a factor of four. An axial shift changes only the phase of each term in (\ref{M}), which hardly matters when one term dominates. In the matched pair several terms with $\Delta=0$ interfere, and a shift alone changes $T$ by up to a factor of 1.7, against 3\% for the mismatched pair. Rotation alters the couplings themselves and accounts for most of both ranges: about a factor of four and 7\%.

\section{Where the weakness ends}

\subsection{Far from the Dirac level}

Moving the Fermi level shifts the momenta on both tubes. For holes, the strongest umklapp process near the Dirac level sends the wave forwards, with $k_Z<0$. Both momenta then fall together, and its mismatch stays near 2.28 nm$^{-1}$. The same combination of reciprocal vectors also sends a wave backwards, with $k_Z>0$ and a weaker coupling, about 2.2 against 8.3 meV at $-0.1$ eV. It is this second mismatch that closes, when $k_A(E)=G_Z+k_Z(E)$. In the linear approximation the armchair momentum falls by $|E|/\hbar v$ and the zigzag momentum rises by the same amount, so
\begin{equation}
|E|\approx\tfrac12\hbar v\Delta
=\tfrac12(0.575)(2.28)\approx0.66\ \mbox{eV}.
\end{equation}
The curved bands (\ref{arm}) and (\ref{zig}) give 0.667 eV. A scan of the first-order transmission on the hole side, with $L=20$ nm, peaks at $-0.665$ eV. There $T=1.2\times10^{-2}$, about 130 times its value at $-0.1$ eV. The Green-function result for 8 nm also rises, to $2.1\times10^{-3}$.

At $+0.667$ eV the 20 nm value is $1.5\times10^{-4}$, with no comparable enhancement. The momenta match equally well, but the sublattice phases differ. At the matching momentum $k_A<4\pi/(3a)$ the bracket in (\ref{arm}) is positive, so holes have $\sigma=+1$ and electrons $\sigma=-1$. For electrons, hopping from neighbouring A and B rows tends to cancel. Reversing $\sigma$ alone cuts the resonant coupling from 2.3 to 0.05 meV, whereas reversing only the zigzag sublattice sign raises it to 7.9 meV; with both reversed, as for electrons, it is 0.16 meV. In this model the armchair cancellation is thus the cause of the asymmetry.

The higher coincidences in the table can also close at particular energies, some nearer the Dirac level. Their couplings are so small that they add little for contacts of the lengths treated here. For this pair the weak transfer found near the Dirac level therefore requires a Fermi level well away from the resonance at $-0.67$ eV; it does not hold at every doping.

\subsection{Disorder}

Suppose each hopping is multiplied by $1+\xi$, where the $\xi$ are independent, with zero mean and standard deviation $\epsilon$. Cross terms between different hoppings average to zero. Each atomic amplitude has squared modulus $1/\rho$, where $\rho$ is the number of atoms per length, so the added matrix element obeys
\begin{equation}
\left\langle|\delta M|^2\right\rangle
=\frac{\epsilon^2}{\rho_A\rho_Z}\sum_{ij}|t_{ij}f_{ij}|^2 .
\end{equation}
The phases have gone, and the sum grows in proportion to $L$. For $\epsilon=10\%$ the added transmission is $3.7\times10^{-4}$ at 20 nm and $7.4\times10^{-4}$ at 40 nm. Sixty random samples at 20 nm average $3.6\times10^{-4}$.

This is about four times the clean value at 20 nm. The clean number is therefore fragile, although the total is still far below that of the matched pair. Extending the linear growth, about $1.9\times10^{-5}$ per nm, to one micrometre would give $T\approx0.02$. That extrapolation assumes independent errors and phase coherence over the whole length. Distortions that vary slowly compared with $1/\Delta\approx0.4$ nm supply much less of the required momentum.

\subsection{Ends, temperature and curvature}

Sharpening the ends from 0.5 to 0.2 nm, with $L=20$ nm, raises $T$ from $0.94\times10^{-4}$ to $1.8\times10^{-4}$. The Gaussian factor of the leading term accounts for a rise of 1.7 times, most of the change. At 300 K the thermal momentum spread $k_BT_{\rm th}/\hbar v$, with $T_{\rm th}$ the temperature, is 0.045 nm$^{-1}$. That is 2\% of the leading mismatch, so thermal smearing of the electron energies does not restore matching.

Curvature opens a gap in the zigzag tube. Tilt between neighbouring orbitals changes the slanted hoppings relative to the axial one. At $k=0$ they no longer cancel, and the gap is twice the difference. Counting only the angle between the orbitals gives $\gamma_0(\pi/n)^2\approx0.08$ eV. This is a crude overestimate: the orbitals are also inclined to the bond, which lowers the value to about 0.05 eV with pi hopping alone, and sigma hopping can lower it further. Changes in bond length and orbital mixing are omitted too. The band edge lies half the gap from the Dirac level, which even for the larger estimate is less than the 0.1 eV used here. The gap still alters the zigzag states: including it lowers the first-order $T$ at 20 nm from $0.94\times10^{-4}$ to about $0.80\times10^{-4}$ for a gap of 0.05 eV, and to $0.65\times10^{-4}$ for 0.08 eV. These values take the slanted hoppings to be weakened, as the tilt implies; if they were strengthened by the same amounts, $T$ would instead be about $0.98\times10^{-4}$. Closer to the Dirac level the zigzag tube may have no propagating states, and coherent transfer is then blocked for a second reason.

\section{What to do about it}

The model corresponds to two neighbours in a bundled nanotube interconnect. Diameters near 1.4 nm and a wall gap near 0.34 nm are realistic, while contacts in a bundle can be much longer than 40 nm. The absolute transmissions depend strongly on the gap: a change of 0.02 nm alters both first-order values at 10 nm by a factor of about 2.6, but their ratio by only about 2\%. Real bundles also contain chiral and semiconducting tubes, bends, adsorbates and defects. Cleanliness is a demanding assumption: in the model, 10\% independent scatter raises the mean transmission at 20 nm from $0.9\times10^{-4}$ to $4.6\times10^{-4}$. Phonons, electron interactions and relaxation of the tube shapes are left out. Phonons can supply momentum too, so these figures describe coherent elastic transfer and not the total intertube conductance.

For design, a clean side contact between an armchair and a zigzag tube should not be counted on to share current, and lengthening it is not a remedy. If both tubes must carry current, each should have its own connection to the metal electrode. Where transfer between tubes is wanted, two armchair tubes have matching Dirac momenta whatever their diameters, apart from small curvature shifts neglected here; the strong transfer computed here is for two identical ones, and its size depends on registry and on contact length, since in a long clean contact the wave can return to the first tube. Disorder in the contact also increases transfer between the mismatched tubes, but it may scatter current within each tube, a cost not calculated here.

Where isolation is wanted, the conditions are a clean contact, gently separating ends and a Fermi level well away from the hole-side resonance and below the higher subbands. These open at $|E|=0.77$ eV in the zigzag tube and 0.83 eV in the armchair tube and offer new momentum matches: for $|E|$ between 0.87 and 1 eV, on either side of the Dirac level, the first-order $T$ at 20 nm is roughly 0.02 to 0.2. The numerical output lists most of the values behind these comparisons.

\section*{Computed results}
\begin{verbatim}
lattice constant 0.246 nm, tube hopping 2.7 eV
sigma hopping 0.48 eV at 0.335 nm, decay 0.045 nm
wall gap 0.34 nm, end softness 0.5 nm, Fermi level -0.1 eV
radius (10,10) 0.678 nm, (18,0) 0.705 nm
hbar v = 0.5752 eV nm
reciprocal vectors: armchair 25.541, zigzag 14.746 1/nm
Dirac coincidences: QA/(GA/3), QZ/GZ, mismatch 1/nm, max |w| meV
  1  0  8.514  1.173e+01
  2  1  2.281  8.263e+00
  5  3  1.670  3.261e-03
  7  4  0.611  2.829e-05
atom sum vs umklapp formula, largest relative error 1.1e-06
first-order T at the Fermi level: L nm, arm-zig, arm-arm
  10  1.381e-04  2.527e-01
  20  9.401e-05  9.785e-01
  40  1.758e-04  3.914e+00
length-independent bound on arm-zig T: 1.927e-04
registry mean at 10 nm: arm-zig 1.342e-04
registry mean at 10 nm: arm-arm 1.702e-01
registry range arm-zig 1.29e-04 to 1.38e-04
registry range arm-arm 8.05e-02 to 3.21e-01
Green function, contact 8 nm:
  arm-zig first order 3.2615e-05
  arm-zig from 0.1 coupling, rescaled 3.2616e-05
  arm-zig full coupling 3.2783e-05
  arm-arm full coupling 1.6203e-01
  arm-zig full coupling at resonance 2.0850e-03
  arm-zig conductance 2.5401 nS
  arm-arm conductance 12553.9 nS
resonance from momentum matching: -0.6670 eV
resonance from energy scan at 20 nm: -0.6650 eV
first-order T at 20 nm: hole resonance 1.217e-02
first-order T at 20 nm: same energy, electrons 1.541e-04
thermal energy at 300 K 0.0259 eV, kT/(hbar v) 0.0449 1/nm
curvature gap scale, orbital tilt only 0.082 eV
arm-zig T at 20 nm with ends softened over 0.2 nm: 1.773e-04
extra T from 10% hopping scatter, 20 nm: 3.664e-04
  same, mean of 60 random samples: 3.580e-04
  same scatter, 40 nm: 7.402e-04
relative T shift, hopping cutoff 1.0 to 1.2 nm: 1.7e-06
\end{verbatim}
